Hydrogenic Fine Structure from the Three Pauli Corrections

Take one electron in the n = 3 shell of a point charge Z = 10, and correct its energy only for the relativistic change of kinetic energy with momentum. The 3s level then drops by 17.26 mHa and the 3p levels by 4.11 mHa, which suggests a gap of about 13 mHa between 3s and 3p. For the states with j = 1/2 this gap is spurious. Two further corrections of the same order cancel it completely. Each of the three corrections depends on the orbital quantum number l, but at fixed total angular momentum j their sum does not. The spin-orbit term alone gives the splitting within a doublet such as 3p1/2, 3p3/2, but the positions of the levels, and the coincidence of states with equal j, come only from the sum.

**Setting and theorem**

Hartree atomic units are used: ħ = 1, electron mass 1, elementary charge 1, and c = 1/α ≈ 137.04, where α is the fine-structure constant. The electron moves in V(r) = −Z/r, the field of an infinitely heavy point nucleus. Its spin g-factor is 2, and radiative corrections are left out. Without relativity the energy is

E = −Z²/(2n²).

The Pauli Hamiltonian adds H′, the sum of the mass-velocity, Darwin and spin-orbit terms:

H′ = −p⁴/(8c²) + πZ δ(r)/(2c²) + Z L·S/(2c²r³).

Here δ(r) is the three-dimensional delta function, L the orbital angular momentum and S the spin. For l = 0 the last term is understood as the limit of a nucleus of small finite width.

Theorem. To first order in H′, the level with quantum numbers n, l, j shifts by

ΔE = −Z⁴/(2n⁴c²) · [n/(j+1/2) − 3/4],

which does not depend on l.

In rydbergs the numerical value of ΔE is doubled, with c ≈ 137.04 kept in the formula.

**Lemma 1: where the three terms come from**

To leading relativistic order, the Dirac equation gives H′.

Proof. Write Π = σ·p, with σ the Pauli matrices, so that Π² = p². Let E now be the full energy measured from the rest energy c². The large component φ and the small component χ obey

Vφ + cΠχ = Eφ,
cΠφ + (V − 2c²)χ = Eχ.

The second equation gives χ = (2c² + E − V)⁻¹ cΠφ. Expanding for |E − V| ≪ 2c²,

χ ≈ (1/(2c)) [1 − (E − V)/(2c²)] Πφ.

Inserted into the first equation, this yields

[p²/2 + V − E − Π(E − V)Π/(4c²)] φ = 0.

This is not yet an eigenvalue problem for a normalized wavefunction, because part of the norm sits in χ. To order 1/c²,

⟨φ|φ⟩ + ⟨χ|χ⟩ = ⟨φ| 1 + p²/(4c²) |φ⟩.

The function ψ = [1 + p²/(8c²)]φ carries the whole norm. Substitute φ = [1 − p²/(8c²)]ψ and multiply from the left by the same factor, which keeps the operator Hermitian. The terms of order 1/c² are

−[p²(p²/2 + V − E) + (p²/2 + V − E)p²]/(8c²) − Π(E − V)Π/(4c²).

The first bracket supplies +Ep²/(4c²), and the last term supplies −Ep²/(4c²), so E drops out. What remains is

−p⁴/(8c²) − [p²V − 2ΠVΠ + Vp²]/(8c²) = −p⁴/(8c²) − [Π,[Π,V]]/(8c²).

For the double commutator, put G = ∇V. Since p = −i∇, the inner commutator is [Π,V] = −iσ·G. The product rule (σ·a)(σ·b) = a·b + iσ·(a×b) then gives

[Π, σ·G] = p·G − G·p + iσ·(p×G − G×p).

Here p·G − G·p = −i∇²V. Because a gradient has no curl, p×G = −G×p as operators. Hence

[Π,[Π,V]] = −i[−i∇²V − 2iσ·(G×p)] = −∇²V − 2σ·(G×p).

Multiplication by −1/(8c²) turns this into

∇²V/(8c²) + σ·(∇V×p)/(4c²).

In a central field ∇V×p = (V′/r) r×p = (V′/r)L, where V′ = dV/dr. With σ = 2S the second term becomes V′ L·S/(2c²r). For V = −Z/r we have V′ = Z/r² and ∇²V = 4πZδ(r), and H′ follows. ∎

The expansion needs |E − V| ≪ 2c², which fails within a distance of order Z/(2c²) from a point charge. The derivation therefore applies to a slightly softened nucleus, whose width is then sent to zero in the expectation values. That this order of limits gives the right coefficient for a point charge is not proved here. It is supported by a numerical comparison with the point-charge Dirac equation: for Z = 1 and c = 10000, all states up to n = 4 agree with the theorem to a relative 10⁻⁸.

**Lemma 2: the correct unperturbed states**

Within a shell, H′ is diagonal in the states |n l j m⟩, where m is the eigenvalue of J_z and J = L + S.

Proof. The shell is degenerate, so first-order theory requires the eigenvalues of H′ within it. The operators p⁴ and δ(r) are unchanged by spatial rotations and do not touch the spin, so they commute with L and S. The spin-orbit term contains a function of r, which commutes with L, and

L·S = (J² − L² − S²)/2,

which commutes with L², J² and J_z. Thus H′ conserves l, j and m. For given n, each set (l, j, m) occurs once, so no off-diagonal element survives. ∎

In particular, 3s1/2 and 3p1/2 do not mix, although their energies coincide. The shifts are plain expectation values.

**Lemma 3: averages of 1/r and 1/r²**

⟨1/r⟩ = Z/n²,
⟨1/r²⟩ = Z²/[n³(l+1/2)].

Proof. Let u(r) = rR(r) be the normalized radial function, with ∫u²dr = 1. It satisfies

−u″/2 + Wu = Eu, W = l(l+1)/(2r²) − Z/r.

We need E for non-integer l as well. Set u = e^(−λr) Σ aᵢ r^(l+1+i), with i = 0, 1, 2, … and λ² = −2E. Collecting the power r^(l+i) in the radial equation gives

aᵢ₊₁[(l+i+2)(l+i+1) − l(l+1)] = 2aᵢ[λ(l+1+i) − Z].

The series ends at i = ν if λ = Z/(ν+l+1). Nothing here requires l to be an integer, so

E = −Z²/[2(ν+l+1)²], n = ν+l+1.

Now let a parameter q in the radial operator h = −½d²/dr² + W vary. Differentiating E = ⟨u|h|u⟩ gives

dE/dq = ⟨∂h/∂q⟩ + E d⟨u|u⟩/dq = ⟨∂h/∂q⟩,

because the norm stays 1. Moving h from one factor to the other produces boundary terms at r = 0 that vanish at least as fast as r^(2l+1), also when q = l.

For q = Z, ∂h/∂Z = −1/r and dE/dZ = −Z/n², which is the first result. For q = l at fixed ν, ∂h/∂l = (l+1/2)/r² and dE/dl = Z²/n³, which is the second. The value at l = 0 is the limit from small positive l. ∎

It is ν that must be held fixed here, not n. At fixed n the energy would not change with l at all, and the derivative would wrongly give zero.

**Lemma 4: density at the nucleus and average of 1/r³**

For l = 0, |ψ(0)|² = Z³/(πn³).
For l ≥ 1, ⟨1/r³⟩ = Z³/[n³ l(l+1/2)(l+1)].

Proof. Multiply u″ = 2(W − E)u by 2u′:

(u′²)′ = 2(W − E)(u²)′.

Integrate from 0 to ∞, the right side by parts. At infinity everything decays. Near r = 0, u² behaves as r^(2l+2), so Wu² behaves as r for l = 0 and as r^(2l) for l ≥ 1, and it vanishes in both cases. Therefore

−u′(0)² = −2∫W′u²dr, or u′(0)² = 2⟨W′⟩,

with W′ = Z/r² − l(l+1)/r³.

For l = 0, Lemma 3 gives ⟨1/r²⟩ = 2Z²/n³, so u′(0)² = 4Z³/n³. Since ψ = u/(r√(4π)), |ψ(0)|² = u′(0)²/(4π), which is the first claim.

For l ≥ 1, u′(0) = 0, so l(l+1)⟨1/r³⟩ = Z⟨1/r²⟩. Inserting Lemma 3 gives the second claim. ∎

For l ≥ 1 the identity says that the average attraction balances the average centrifugal force. An s electron has no centrifugal force, and the slope of u at the nucleus takes its place.

**Proof of the theorem**

Mass-velocity term. The unperturbed equation gives p²ψ = 2(E − V)ψ = 2(E + Z/r)ψ. Letting one factor p² act on each side of the matrix element,

⟨p⁴⟩ = ⟨p²ψ|p²ψ⟩ = 4⟨(E + Z/r)²⟩.

Therefore

E_mv = −(1/(2c²)) [E² + 2EZ⟨1/r⟩ + Z²⟨1/r²⟩].

The three terms in the bracket are Z⁴/(4n⁴), −Z⁴/n⁴ and Z⁴/[n³(l+1/2)]. The first two add to −3Z⁴/(4n⁴), so

E_mv = −Z⁴/(2n⁴c²) · [n/(l+1/2) − 3/4].

This has the shape of the final formula, with l in place of j.

Darwin term. The delta function picks out the density at the nucleus. For l = 0,

E_D = (πZ/(2c²)) · Z³/(πn³) = Z⁴/(2n³c²).

For l ≥ 1 the wavefunction vanishes there, and E_D = 0.

Spin-orbit term. From Lemma 2, L·S has the value

X = [j(j+1) − l(l+1) − 3/4]/2.

If j = l+1/2, then j(j+1) = l² + 2l + 3/4 and X = l/2. If j = l−1/2, then j(j+1) = l² − 1/4 and X = −(l+1)/2. For l ≥ 1, the energy E_so = ZX⟨1/r³⟩/(2c²) becomes

j = l+1/2: E_so = +Z⁴/[4n³c²(l+1/2)(l+1)],
j = l−1/2: E_so = −Z⁴/[4n³c² l(l+1/2)].

For l = 0, ⟨1/r³⟩ diverges while L·S vanishes, and the product needs care. With a softened nucleus V′/r is finite everywhere, and Lψ = 0 makes the term zero for every width. Its limit is zero.

Sum. Write the total as

ΔE = −Z⁴/(2n³c²) · [A − 3/(4n)].

The mass-velocity term contributes 1/(l+1/2) to A. The others contribute their energy divided by −Z⁴/(2n³c²). There are three cases.

For j = l+1/2 with l ≥ 1,

A = 1/(l+1/2) − 1/[2(l+1/2)(l+1)]
= [2(l+1) − 1]/[2(l+1/2)(l+1)]
= (2l+1)/[(2l+1)(l+1)] = 1/(l+1).

For j = l−1/2,

A = 1/(l+1/2) + 1/[2l(l+1/2)]
= (2l+1)/[2l(l+1/2)] = 1/l.

For l = 0, where j = 1/2,

A = 2 − 1 = 1.

In the first case j+1/2 = l+1, in the second j+1/2 = l, and in the third j+1/2 = 1. Each time A = 1/(j+1/2). Taking 1/n out of the bracket gives the theorem. ∎

**Remark 1: the delta function hidden in p⁴**

For s states it matters how ⟨p⁴⟩ is evaluated. If both factors p² act on the same function, the second one meets 2Zψ/r. Since ∇²(1/r) = −4πδ(r), the result contains 8πZψ(0)δ(r), which contributes

8πZ|ψ(0)|² = 8Z⁴/n³

to ⟨p⁴⟩. Differentiating only at r > 0 loses this piece and raises E_mv by Z⁴/(n³c²), twice the Darwin energy. For 3s at Z = 10 the mass-velocity energy would change from −17.26 to about +2.47 mHa. A positive value is impossible, because −⟨p²ψ|p²ψ⟩ cannot be positive.

**Remark 2: what the formula says**

Since j+1/2 is at most n, the bracket in the theorem is at least 1/4, and every level moves down. The allowed values j = 1/2, 3/2, …, n−1/2 split the shell into n levels, with the smallest j lowest. With k = j+1/2, the interval between j and j+1 is

Z⁴/(2n³c²) · [1/k − 1/(k+1)] = Z⁴/[2n³c² k(k+1)].

For n = 1 there is one level, shifted by −Z⁴/(8c²). For fixed j and large n the shift falls off as 1/n³, like the density of an s electron at the nucleus. For c → ∞ it vanishes.

Two states with equal j have neighbouring values of l. The one with smaller l has the larger ⟨1/r²⟩ and hence the more negative mass-velocity energy. Its spin-orbit energy is positive, or for l = 0 its Darwin energy is, whereas its partner has a negative spin-orbit energy. These differences compensate. The compensation rests on the averages in Lemmas 3 and 4, which hold for the potential −Z/r. The theorem therefore makes no statement about an electron in the screened field of a many-electron atom.

**Example: Z = 10, n = 3**

The charge is a model parameter. The common prefactor is

Z⁴/(2n⁴c²) = 10⁴/(2 · 81 · 137.036²) Ha = 3.287 mHa.

For 3s the mass-velocity bracket is 3/(1/2) − 3/4 = 5.25, so E_mv = −5.25 · 3.287 = −17.26 mHa. The Darwin energy is n times the prefactor, 3 · 3.287 = 9.86 mHa. The sum is −7.40 mHa.

For 3p the bracket is 3/(3/2) − 3/4 = 1.25, so E_mv = −4.11 mHa. With ⟨1/r³⟩ = 12.346 bohr⁻³ and X = −1 for j = 1/2,

E_so = 10 · (−1) · 12.346/(2 · 137.036²) Ha = −3.29 mHa.

The sum is again −7.40 mHa. For j = 3/2, X = 1/2 and E_so = +1.64 mHa.

For 3d the bracket is 3/(5/2) − 3/4 = 0.45, so E_mv = −1.48 mHa. With ⟨1/r³⟩ = 2.469 bohr⁻³, the values X = −3/2 and X = 1 give E_so = −0.99 and +0.66 mHa.

All five states, in mHa:

3s1/2: −17.26 + 9.86 = −7.40
3p1/2: −4.11 − 3.29 = −7.40
3p3/2: −4.11 + 1.64 = −2.47
3d3/2: −1.48 − 0.99 = −2.47
3d5/2: −1.48 + 0.66 = −0.82

Three levels remain, at −14.79, −4.93 and −1.64 mRy relative to the unperturbed energy. The intervals are 4.93 and 1.64 mHa. Remark 2 gives the same values: 3.287 · 3/(1·2) = 4.93 and 3.287 · 3/(2·3) = 1.64.

**Remark 3: where first order stops being enough**

The Dirac equation for the same point charge contains the higher powers of Z/c that the theorem omits. For n = 3, j = 1/2 and Z = 10 it gives a shift of −7.415 mHa, against −7.396 mHa from the theorem. Relative to the Dirac shift, the first-order magnitude is too small by 0.25 % at Z = 10, 1.0 % at Z = 20 and 4.1 % at Z = 40. Doubling Z from 10 to 20 multiplies the relative error by 4.01, as expected if the first omitted term is smaller by a factor of order (Z/c)². In the numerical check for Z = 10 and n = 3, the Dirac energies of states with equal j also coincide, so the higher orders do not lift the degeneracy there. Radiative corrections and the finite size and mass of a real nucleus lie outside both calculations, and in a real ion with Z = 10 some of them are larger than the 0.019 mHa found here. The Lamb shift lifts 3s1/2 above 3p1/2 by roughly 0.2 mHa, so the degeneracy at equal j is not exact in nature. The finite nuclear mass M raises the whole shell by about |E|/M, which is 0.15 mHa for mass number 20.

H′ must not be added to the unperturbed Hamiltonian and the total then minimized. Compress a smooth s-type trial function by a factor η, replacing ψ(r) by η^(3/2)ψ(ηr). The kinetic energy grows as η², the attraction as η and the Darwin energy as η³, but the mass-velocity energy falls as −η⁴. For large η the last term wins, and the energy has no lower bound. The Pauli corrections are meant for expectation values in the unperturbed states, which is how the theorem uses them.

Computed results

```
Speed of light c = 137.035999 atomic units
Model charge Z = 10, shell n = 3
(Z/c)^2 = 0.005325
Unperturbed energy = -5.555556 Ha
Prefactor Z^4/(2 n^4 c^2) = 3.2871 mHa
l=0: <1/r> = 1.11111 bohr^-1, <1/r^2> = 7.40741 bohr^-2
l=0: |psi(0)|^2 = 11.78926 bohr^-3
l=1: <1/r> = 1.11111 bohr^-1, <1/r^2> = 2.46914 bohr^-2
l=1: <1/r^3> = 12.34568 bohr^-3
l=2: <1/r> = 1.11111 bohr^-1, <1/r^2> = 1.48148 bohr^-2
l=2: <1/r^3> = 2.46914 bohr^-3
Corrections in mHa: mass-velocity, Darwin, spin-orbit, sum
3s j=1/2: -17.2574, 9.8614, 0.0000, -7.3960
3p j=1/2: -4.1089, 0.0000, -3.2871, -7.3960
3p j=3/2: -4.1089, 0.0000, 1.6436, -2.4653
3d j=3/2: -1.4792, 0.0000, -0.9861, -2.4653
3d j=5/2: -1.4792, 0.0000, 0.6574, -0.8218
j=1/2: Pauli sum = -7.3960 mHa = -14.7920 mRy
j=1/2: Dirac shift = -7.4148 mHa
j=3/2: Pauli sum = -2.4653 mHa = -4.9307 mRy
j=3/2: Dirac shift = -2.4671 mHa
j=5/2: Pauli sum = -0.8218 mHa = -1.6436 mRy
j=5/2: Dirac shift = -0.8220 mHa
Splitting j=3/2 minus j=1/2: 4.9307 mHa
Splitting j=5/2 minus j=3/2: 1.6436 mHa
Z=10, n=3, j=1/2: Pauli shift too small by 0.253 %
Z=20, n=3, j=1/2: Pauli shift too small by 1.015 %
Z=40, n=3, j=1/2: Pauli shift too small by 4.096 %
Error ratio Z=20 to Z=10: 4.008
States (Z,n,l,j) checked exactly: 72
Softened-nucleus Darwin, Z=1 2s: 0.062475 Ha (times c^2)
Softened-nucleus Darwin, Z=1 2p: 1.2e-09 Ha (times c^2)
Largest relative deviation from Dirac at c=10000: 5.2e-09
```
